# Janak's theorem with fractional occupations and its check in a radial atom

## A. One orbital with one adjustable parameter

Put \(f\) electrons in the orbital \(u(r)=2\zeta^{3/2}r\,e^{-\zeta r}\) around a nucleus of charge \(Z\), and keep only the Hartree repulsion. Here \(u=rR\), \(\int_0^\infty u^2dr=1\), and Hartree atomic units are used throughout. The kinetic energy per electron is

\[
\tfrac12\int_0^\infty u'^2dr=2\zeta^3\int_0^\infty(1-2\zeta r+\zeta^2r^2)e^{-2\zeta r}dr
=2\zeta^3\left(\frac1{2\zeta}-\frac1{2\zeta}+\frac1{4\zeta}\right)=\frac{\zeta^2}{2},
\]

and the nuclear attraction is \(-Z\int u^2/r\,dr=-Z\zeta\). The potential of the density of one electron is \(v_1=[1-(1+\zeta r)e^{-2\zeta r}]/r\): it is finite at the origin, tends to \(1/r\), and satisfies \((rv_1)''=-4\zeta^3re^{-2\zeta r}=-u^2/r\), which is Poisson's equation. Hence

\[
J=\int_0^\infty u^2v_1dr=4\zeta^3\left(\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac1{32\zeta^2}\right)=\frac{5\zeta}{8}.
\]

The total energy is \(E=f(\zeta^2/2-Z\zeta)+f^2J/2\). Setting \(\partial E/\partial\zeta=0\) gives \(\zeta=Z-5f/16\). Substituting \(Z=\zeta+5f/16\) gives \(E(f)=-f\zeta^2/2\), so, with \(d\zeta/df=-5/16\),

\[
\frac{dE}{df}=-\frac{\zeta^2}{2}+\frac{5f\zeta}{16}.
\]

The orbital energy contains the full repulsion \(fJ\), not half of it:

\[
\varepsilon=\frac{\zeta^2}{2}-Z\zeta+fJ
=\frac{\zeta^2}{2}-\zeta\left(\zeta+\frac{5f}{16}\right)+\frac{5f\zeta}{8}
=-\frac{\zeta^2}{2}+\frac{5f\zeta}{16}.
\]

The two agree although \(\zeta\) changes with \(f\), because \(\partial E/\partial\zeta=0\) removes that change from the first derivative. It survives in the second: \(d\varepsilon/df=5\zeta/8-25f/256\), which is less than the value \(J=5\zeta/8\) at fixed \(\zeta\).

## B. The theorem and its conditions

For spin orbitals \(\phi_i\) with occupations \(0\le f_i\le1\), define

\[
E[\{f\},\{\phi\}]=\sum_i f_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle+\int v_{\rm ext}n\,d^3r+E_H[n]+E_{xc}[n],
\]

\[
n=\sum_i f_i|\phi_i|^2,\qquad
E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',\qquad \langle\phi_i|\phi_j\rangle=\delta_{ij}.
\]

Let \(h=-\frac12\nabla^2+v_{\rm ext}+v_H+v_{xc}\), with \(v_H=\delta E_H/\delta n\) and \(v_{xc}=\delta E_{xc}/\delta n\). Let \(E(\{f\})\) be the value of the functional at a self-consistent solution. Janak's theorem states

\[
\boxed{\frac{\partial E}{\partial f_i}=\varepsilon_i,\qquad h\phi_i=\varepsilon_i\phi_i,}
\]

where the other occupations are fixed and all orbitals relax. The solution must follow a differentiable branch as \(f_i\) varies. At \(f_i=0\) or \(1\) the derivative is one-sided. The solution need only be stationary, so a hole in a deep shell is allowed.

**Orbital equations.** Add \(-\sum_{ij}\lambda_{ij}(\langle\phi_i|\phi_j\rangle-\delta_{ij})\) to the energy. This term must be real, so \(\lambda_{ij}=\lambda_{ji}^*\). Variation of \(\phi_i^*\) gives

\[
f_ih\phi_i=\sum_j\lambda_{ij}\phi_j .
\]

Projection on \(\phi_j\) gives \(\lambda_{ij}=f_i\langle\phi_j|h|\phi_i\rangle\). Exchanging the labels and conjugating gives \(\lambda_{ji}^*=f_j\langle\phi_j|h|\phi_i\rangle\), because \(h\) is Hermitian. Subtraction yields

\[
(f_i-f_j)\langle\phi_j|h|\phi_i\rangle=0 .
\]

Orbitals with unequal occupations are therefore uncoupled. Those with equal occupations may be rotated among themselves without changing \(n\) or \(E\), and the rotation is chosen to diagonalize \(h\). An orbital with \(f_i=0\) is not fixed by its own variation; it is taken as an eigenfunction of \(h\), the limit of the branch with \(f_i>0\).

**Explicit part.** At fixed orbitals, \(\partial n/\partial f_i=|\phi_i|^2\). The two density factors in \(E_H\) contribute equally and cancel its factor \(1/2\). Thus

\[
\left.\frac{\partial E}{\partial f_i}\right|_{\phi}
=\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle+\int(v_{\rm ext}+v_H+v_{xc})|\phi_i|^2d^3r=\varepsilon_i .
\]

**Orbital part.** Write \(\partial_i=\partial/\partial f_i\) for the change of the relaxed orbitals. Kinetic and density terms combine into \(h\):

\[
\sum_jf_j\left(\langle\partial_i\phi_j|h|\phi_j\rangle+\langle\phi_j|h|\partial_i\phi_j\rangle\right)
=\sum_jf_j\varepsilon_j\,\partial_i\langle\phi_j|\phi_j\rangle=0,
\]

since each norm stays equal to one. The sum of the two parts is \(\varepsilon_i\), which proves the theorem. If a code changes several occupations together, the chain rule gives \(dE=\sum_i\varepsilon_i\,df_i\).

**Inconsistent potentials.** Suppose the orbitals come from \(\tilde h=h+w\), with eigenvalues \(\tilde\varepsilon_i\), while the energy expression is unchanged. Replace \(h\) by \(\tilde h-w\) in both parts. The \(\tilde h\) terms give \(\tilde\varepsilon_i\) as before, and the \(w\) terms collect into the full density response:

\[
\frac{\partial E}{\partial f_i}=\tilde\varepsilon_i-\int w\,\frac{dn}{df_i}\,d^3r .
\]

A mismatch between energy and potential therefore enters at first order in \(w\), unless this integral happens to vanish for the chosen orbital. This makes the theorem a sensitive check of a code, especially when several shells are tested.

## C. Shell occupations and curvature

In a spherical, spin-unpolarized atom, \(F\) electrons are spread evenly over the \(g=2(2l+1)\) spin orbitals of a shell. Each has \(f=F/g\) and the same eigenvalue, so

\[
\frac{dE}{dF}=\sum_{i=1}^{g}\frac{\partial E}{\partial f_i}\frac{1}{g}=\varepsilon_{nl},\qquad
K\equiv\frac{d^2E}{dF^2}=\frac{d\varepsilon_{nl}}{dF}.
\]

Let \(E_{\rm fr}(F+\delta)\) be the energy at the new occupation with the orbitals frozen at \(F\). It has the same value and slope as the relaxed energy at \(\delta=0\). With frozen curvature \(K_{\rm fr}\), the average over \(+\delta\) and \(-\delta\), in which odd powers cancel, is

\[
\overline{E_{\rm fr}-E}=\tfrac12(K_{\rm fr}-K)\delta^2+O(\delta^4).
\]

If \(\rho\) is the normalized density of the shell, differentiating \(v_H+v_{xc}\) at fixed orbitals gives, for a local functional,

\[
K_{\rm fr}=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'+\int\frac{dv_{xc}}{dn}\rho^2d^3r .
\]

Removal of a whole electron requires an integral:

\[
E(F)-E(F-1)=\int_{F-1}^{F}\varepsilon(F')\,dF'
=\varepsilon_m+\frac{\varepsilon_m''}{24}+\dots,\qquad \varepsilon_m=\varepsilon(F-\tfrac12).
\]

The correction is the average of \(\varepsilon_m''s^2/2\) over \(-\frac12<s<\frac12\), where \(\overline{s^2}=1/12\); the linear term averages to zero. Keeping \(\varepsilon_m\) alone is Slater's transition-state estimate. The endpoint eigenvalue \(\varepsilon(F)\) instead misses the integral by about \(K/2\).

## D. A discretization that preserves the theorem

Let \(x_k\) be the Lobatto nodes: \(\pm1\) and the roots of \(P_N'(x)\), with \(P_N\) a Legendre polynomial. Let \(g_j(x)\) be the polynomial of degree \(N\) with \(g_j(x_k)=\delta_{jk}\), and \(w_j=\int_{-1}^1g_j\,dx\). The map

\[
r=L\frac{1+x}{1-x+a},\qquad a=\frac{2L}{R},
\]

takes \(x=-1\) to \(r=0\) and \(x=1\) to \(r=R\). Write \(u=\sum_ju_jg_j\) over interior nodes, so that \(u\) vanishes at both ends. With \(W_j=w_j(dr/dx)_j\) and \(c_j=\sqrt{W_j}\,u_j\), the norm is \(\sum_jc_j^2=1\). Since \(du/dr=(du/dx)/(dr/dx)\),

\[
S_{ij}=\sum_k\frac{w_k}{(dr/dx)_k}g_i'(x_k)g_j'(x_k),
\]

\[
H_{ij}=\frac{S_{ij}}{2\sqrt{W_iW_j}}+\delta_{ij}\left[\frac{l(l+1)}{2r_i^2}+v(r_i)\right],
\]

where \(k\) includes the end nodes and \(v=-Z/r+v_H+v_{xc}\). The matrix is real and symmetric.

Let \(p=4\pi r^2n\), so that \(p_i=\sum_{nl}F_{nl}c_{nl,i}^2/W_i\), and let \(Q=\sum_iW_ip_i\) be the number of electrons. For \(U=rv_H\), Poisson's equation is \(-U''=p/r\), with \(U(0)=0\) and \(U(R)=Q\). Set \(U=U_0+Qr/R\). Multiplying by \(g_i\) and integrating by parts gives \(\sum_jS_{ij}U_{0,j}=W_ip_i/r_i\); the linear term drops out because \(g_i\) vanishes at both ends. Therefore

\[
v_{H,i}=\frac1{r_i}\sum_j(S^{-1})_{ij}\frac{W_jp_j}{r_j}+\frac{Q}{R},\qquad E_H=\frac12\sum_iW_ip_iv_{H,i}.
\]

Because \(S^{-1}\) is symmetric, \(\partial E_H/\partial p_i=W_iv_{H,i}\). Likewise \(E_{xc}=\sum_iW_ip_ie_{xc}(n_i)\) gives \(\partial E_{xc}/\partial p_i=W_iv_{xc,i}\), with \(v_{xc}=d(ne_{xc})/dn\). So \(H\) is the derivative of the discrete energy, and the proof of Section B applies to the finite matrices. Agreement with Janak's theorem therefore tests consistency and self-consistency; it does not test whether the grid is fine enough.

Grid quality needs a separate check. Scale all orbitals so that \(n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)\). Then \(T\to\lambda^2T\), while \(E_{\rm ext}\) and \(E_H\) are multiplied by \(\lambda\). Substituting \(\mathbf s=\lambda\mathbf r\) gives \(E_{xc}=\int n(\mathbf s)e_{xc}(\lambda^3n(\mathbf s))d^3s\), whose derivative at \(\lambda=1\) is \(3\int n^2(de_{xc}/dn)d^3s\). Scaling moves the wall at \(R\), so the argument needs a density that is negligible there; in a smaller box the residual of the relation below also measures confinement (for neutral Nd on a fine grid it is about \(6\times10^{-4}\) hartree at \(R=15\) bohr and 0.2 hartree at \(R=8\) bohr). Under that condition, and since \(v_{xc}-e_{xc}=n\,de_{xc}/dn\), stationarity requires

\[
2T+E_{\rm ext}+E_H+3\int n(v_{xc}-e_{xc})d^3r=0 .
\]

The functional used below has \(e_x=-\frac34(3n/\pi)^{1/3}\), hence \(v_x=\frac43e_x\), and Perdew–Wang correlation (with its parameter \(A=0.0310907\); the rounded value 0.031091 lowers the total energy of neutral Nd by \(3\times10^{-5}\) hartree) \(e_c(r_s)\), where \(r_s=(3/4\pi n)^{1/3}\). Since \(n\,dr_s/dn=-r_s/3\), its potential is \(v_c=e_c-(r_s/3)\,de_c/dr_s\).

Evaluate \(E\) from the functional with the current orbitals. Its error is then second order in the orbital error, whereas the eigenvalue error is first order in the error of the potential. An error \(\eta\) in each energy can still contribute up to \(\eta/\delta\) to the central difference

\[
D(\delta)=\frac{E(F+\delta)-E(F-\delta)}{2\delta}=\varepsilon+\frac{\varepsilon''}{6}\delta^2+O(\delta^4),
\]

so \(\delta\) should not be made arbitrarily small. The combination \([4D(\delta)-D(2\delta)]/3\) cancels the \(\delta^2\) term.

## E. Neodymium

The example is a free Nd atom, \(Z=60\), with configuration [Xe]4f⁴6s², \(N=100\), \(L=1.5\) bohr and \(R=40\) bohr. The model is nonrelativistic, spherical and unpolarized LDA. It omits relativity, spin polarization and multiplets, so its energies are not predictions of measured ionization energies. The scaling relation is satisfied to \(4\times10^{-6}\) hartree, compared with a kinetic energy of 9276 hartree.

Half an electron is removed from one shell at a time. The slopes use \(\delta=0.1\) and \(0.2\) with the extrapolation above. All values are in hartree.

| Shell | \(F\) | \(dE/dF\) | \(\varepsilon\) |
|---|---:|---:|---:|
| 4f | 3.5 | −0.433383 | −0.433383 |
| 6s | 1.5 | −0.207516 | −0.207516 |
| 5p | 5.5 | −0.974351 | −0.974351 |
| 1s | 1.5 | −1524.017576 | −1524.017571 |

The digits are kept to compare two numbers within one model. The 1s row shows the theorem at work for a deep hole; its discrepancy is \(3\times10^{-9}\) of the eigenvalue.

For 4f the extrapolation reads

\[
\frac{4(-0.4335989)-(-0.4342476)}{3}=-0.433383 .
\]

Doubling the step from 0.1 to 0.2 multiplies the error of \(D\) by 4.004, as the \(\delta^2\) law requires. The error at \(\delta=0.1\) also gives \(\varepsilon''\approx6(-2.159\times10^{-4})/0.01=-0.130\) hartree.

**Relaxation.** With frozen orbitals the slope is again −0.433383 hartree, so relaxation does not enter at first order. The curvatures, taken as extrapolated second differences of the frozen and relaxed energies, differ: \(K_{\rm fr}=0.944\) and \(K=0.544\) hartree (14.8 eV). The slope \(d\varepsilon/dF\) of the eigenvalue gives the same \(K=0.54357\) hartree, as Section C requires. The integral formula for \(K_{\rm fr}\) was not evaluated. The \(\delta^2\) term of the mean relaxation gain at \(\delta=0.1\) is

\[
\tfrac12(0.94406-0.54357)(0.1)^2=0.00200\ \text{hartree},
\]

and the full gain is also 0.00200 hartree. Both numbers come from the same energies, so this shows only that the \(\delta^4\) term is small; doubling \(\delta\) multiplies the gain by 4.001.

**Whole-electron removal.** With 6s² kept,

\[
E(4f^4)-E(4f^3)=-9280.28653+9279.84770=-0.43883\ \text{hartree},
\]

a removal energy of 11.94 eV in this model. The integral of the eigenvalue gives the same −0.43883 hartree. The midpoint eigenvalue lies 0.0054 hartree above it, which matches \(-\varepsilon''/24=0.130/24=0.0054\). The endpoint eigenvalue \(\varepsilon(4)=-0.1793\) lies 0.260 hartree above it, close to \(K/2=0.272\). Reading \(-\varepsilon(4)\) as the removal energy would therefore be a large error here, even though Janak's theorem holds at \(F=4\).

**Connection with Hubbard corrections.** A statistical mixture of 4f³ and 4f⁴ atoms, with weights \(1-x\) and \(x\), has an average energy linear in \(x\). A single LDA atom with \(F=3+x\) and constant curvature instead has

\[
E(3+x)=(1-x)E(3)+xE(4)-\tfrac12Kx(1-x),
\]

as two differentiations and the values at \(x=0,1\) confirm. At \(x=\frac12\) the deviation is \(-K/8=-0.068\) hartree. The computed one is

\[
-9280.1349+\tfrac12(9280.2865+9279.8477)=-0.068\ \text{hartree}.
\]

A correction \(+\frac12\mathcal Ux(1-x)\) with \(\mathcal U=K\) would remove this deviation in the constant-curvature approximation. Here \(x\) counts electrons in the whole shell. Many DFT+U codes use the orbital sum \(\frac12\mathcal U\sum_if_i(1-f_i)\) instead. It equals \(\frac12\mathcal Ux(1-x)\) when three orbitals are full, one holds \(x\) and the rest are empty. In the spherical atom, however, each of the 14 spin orbitals has \(f_i=F/14\). The sum is then \(\frac12\mathcal U(F-F^2/14)\), with curvature \(-\mathcal U/14\), and for \(\mathcal U=K\) it would remove only one fourteenth of the deviation. The value of \(K\) belongs to this atom, configuration and functional.

**Control.** Multiplying the exchange potential, but not the exchange energy, by 1.5 gives a slope of −0.408 and an eigenvalue of −0.763 hartree at \(F=3.5\). The equality fails by 0.355 hartree, although each calculation is converged. In an implementation, a discrepancy that persists as \(\delta\) is reduced and self-consistency is tightened can mean that the energy and the potential do not belong together. The numerical check accompanying this appendix includes this case.

## Calculated quantities

```
Nd nuclear charge: 60; box radius: 40.0 bohr
polynomial degree: 100; map length: 1.5 bohr
neutral total energy: -9280.28653 hartree
neutral kinetic energy: 9276.05244 hartree
neutral nuclear energy: -22003.04541 hartree
neutral Hartree energy: 3654.93028 hartree
neutral xc energy: -208.22385 hartree
scaling-relation residual: 3.6e-06 hartree
shell, electrons F, dE/dF, eigenvalue, difference (hartree)
4f 3.5 -0.433383 -0.433383 2.9e-07
6s 1.5 -0.207516 -0.207516 -1.7e-08
5p 5.5 -0.974351 -0.974351 1.1e-07
1s 1.5 -1524.017576 -1524.017571 -4.1e-06
4f shell around F = 3.5:
F=3.3: E=-9280.0371872, eps=-0.544613 hartree
F=3.4: E=-9280.0888266, eps=-0.488378 hartree
F=3.5: E=-9280.1349041, eps=-0.433383 hartree
F=3.6: E=-9280.1755464, eps=-0.379684 hartree
F=3.7: E=-9280.2108862, eps=-0.327345 hartree
step 0.2: slope=-0.4342476, error=-8.646e-04 hartree
step 0.1: slope=-0.4335989, error=-2.159e-04 hartree
ratio of step errors: 4.004
frozen-orbital slope: -0.433383 hartree
frozen curvature: 0.94406 hartree
relaxed curvature from E: 0.54357 hartree
relaxed curvature from eps: 0.54357 hartree
relaxed curvature: 14.791 eV
mean relaxation gain, step 0.2: 8.0137e-03 hartree
mean relaxation gain, step 0.1: 2.0027e-03 hartree
ratio of relaxation gains: 4.001
E(4f3), 6s2 kept: -9279.847703 hartree
E(4f4)-E(4f3): -0.438826 hartree
integral of eps from F=3 to 4: -0.438826 hartree
eps at F=3: -0.720311 hartree
eps at F=3.5: -0.433383 hartree
eps at F=4: -0.179309 hartree
4f removal energy: 11.941 eV
midpoint estimate minus difference: 0.005443 hartree
endpoint F=4 minus difference: 0.259517 hartree
control, exchange potential times 1.5 at F=3.5:
slope=-0.40818, eps=-0.76324 hartree
```
